# Jurin's rise between silicon walls and the contact angle

## Two wafers in a rinse bath

Two silicon wafers stand upright and face to face in a tank of water, a fraction of a millimetre apart. If their surfaces are oxidized, water climbs several centimetres into the gap. If the oxide has been stripped by hydrofluoric acid (HF), it climbs much less. If they carry a fluorocarbon coating, the water in the gap stands below the level of the tank. The liquid and the gap are the same in all three cases, so the difference must come from how the liquid meets the wall. How does that contact fix the direction and the height of the filling?

## Setting and conventions

The walls are vertical, parallel, smooth and rigid, a distance $d$ apart, and so wide that their side edges do not matter. All energies and forces are given per unit width of wall. The coordinate $x$ runs across the gap from $-d/2$ to $d/2$, and $z$ points upward. The level $z=0$ is the flat surface of the bath far from the walls, and the bath is so large that filling the gap does not shift it.

The liquid has density $\rho$ and surface tension $\gamma$, the energy per area of its surface with air. The weight of the air is neglected. The contact angle $\theta$ is the angle between wall and liquid surface, measured through the liquid. The walls are taken to extend beyond the final liquid height, above or below the bath; shorter walls are treated later.

## What the contact angle measures

Let a dry wall have energy $\gamma_{SV}$ per area and a wet wall $\gamma_{SL}$. Move the contact line up the wall by a small length $\delta s$. Two energies change:

- Dry wall becomes wet wall, which costs $(\gamma_{SL}-\gamma_{SV})\,\delta s$.
- The liquid surface leaves the wall at angle $\theta$, with the liquid below it. Moving its end up the wall lengthens it by the component of the displacement along the surface, $\delta s\cos\theta$, at a cost $\gamma\cos\theta\,\delta s$.

Gravity does not enter, because the liquid volume involved can be made as small as we like by changing the surface close to the line alone. In equilibrium the sum vanishes, which is Young's equation:

$$\gamma_{SV}-\gamma_{SL}=\gamma\cos\theta .$$

So $\gamma\cos\theta$ is the energy gained per area of wall wetted. It is positive for $\theta<90^\circ$, zero at $90^\circ$ and negative above.

## The height from the energy

Let the liquid in a narrow gap stand at height $h$, and ignore for now the small height differences within the curved surface (the meniscus). Two walls are wetted over the height $h$, which changes the energy by $-2\gamma\cos\theta\,h$. A layer of thickness $dz'$ at height $z'$ has mass $\rho d\,dz'$ and was lifted from the bath level, so gravity costs

$$\int_0^h \rho g d\,z'\,dz'=\tfrac12\rho g d\,h^2 .$$

The same expression holds for $h<0$: liquid is then taken from depths down to $|h|$ and raised to the bath level, which also costs positive work. The curved surface moves without changing its shape, so its own energy is a constant. Hence

$$E(h)=-2\gamma\cos\theta\,h+\tfrac12\rho g d\,h^2 .$$

Setting $dE/dh=-2\gamma\cos\theta+\rho g d\,h$ to zero gives Jurin's height for parallel walls,

$$h=\frac{2\gamma\cos\theta}{\rho g d}.$$

The second derivative, $\rho g d$, is positive, so this is a stable minimum for a rise and for a depression alike. The sign of $h$ is the sign of $\cos\theta$. Written as $\rho g d\,h=2\gamma\cos\theta$, the result says that the weight of the raised liquid equals the upward pull at the two contact lines.

Insert $\rho g d\,h=2\gamma\cos\theta$ into the energy:

$$E=-2\gamma\cos\theta\,h+\gamma\cos\theta\,h=-\gamma\cos\theta\,h .$$

Wetting releases $2\gamma\cos\theta\,h$, and gravity stores half of it. The other half must be dissipated before the liquid can rest. With less dissipation the liquid overshoots, but if it starts at rest at $h=0$, where $E=0$, it cannot pass twice the equilibrium height, where $E$ is zero again.

## The same height from the pressure

The pressure argument shows what the walls feel. Consider a piece of surface with radius of curvature $R$ that turns through a small angle $d\varphi$. The tensions at its ends differ in direction by $d\varphi$ and give a resultant $\gamma\,d\varphi$ toward the centre of curvature. The pressure difference acts on the length $R\,d\varphi$. Balance requires

$$p_{\text{air}}-p_{\text{liquid}}=\frac{\gamma}{R},$$

with $R>0$ when the centre lies on the air side. In a narrow gap the pressure hardly varies along the meniscus, so the meniscus is a circular arc. At the wall its tangent makes the angle $\theta$ with the vertical, so its radius makes the angle $\theta$ with the horizontal. Half the gap is therefore $R\cos\theta$, and

$$R=\frac{d}{2\cos\theta},\qquad p_{\text{air}}-p_{\text{liquid}}=\frac{2\gamma\cos\theta}{d}.$$

For $\theta>90^\circ$ both are negative: the surface bulges upward and the liquid is under excess pressure. The liquid in the gap is connected to the bath, where the pressure at $z=0$ is that of the air, so at height $h$ its pressure is $p_{\text{air}}-\rho g h$. Equating the two differences gives $\rho g h=2\gamma\cos\theta/d$, the same height as before.

## Wide gaps: which height obeys the law?

A real meniscus has no single height. Let $z(x)$ be its full shape. Counted from a flat surface at bath level, the energy is

$$E[z]=\int_{-d/2}^{d/2}\!\Big[\gamma\big(\sqrt{1+z'^2}-1\big)+\tfrac12\rho g z^2\Big]dx-\gamma\cos\theta\,\big[z(-\tfrac d2)+z(\tfrac d2)\big].$$

The terms are the extra surface length, the work against gravity, and the wetting of the two walls. Split the shape into its average and the rest, $z(x)=h+\zeta(x)$ with $\int\zeta\,dx=0$. Then $z'=\zeta'$, and the cross term in $\int z^2dx=d\,h^2+2h\int\zeta\,dx+\int\zeta^2dx$ vanishes. The energy separates:

$$E=\Big[-2\gamma\cos\theta\,h+\tfrac12\rho g d\,h^2\Big]+F[\zeta],$$

where $F$ contains $\zeta$ but not $h$. The first bracket is the earlier $E(h)$. Within this model, Jurin's formula thus holds exactly for the height averaged across the gap, however wide the gap is. A flat surface, $\zeta=0$, has $F=0$, so the best shape has $F\le0$, and the full energy cannot lie above $-\gamma\cos\theta\,h$. In a narrow gap the difference is small at every angle. The slope and the depth of the meniscus both scale with $\cos\theta$, so $|F|$ is of the order of $\gamma d\cos^2\theta$, while $\gamma\cos\theta\,h=2\gamma^2\cos^2\theta/(\rho g d)$. Their ratio is of the order of $\rho g d^2/\gamma$ and hardly depends on the angle.

The shape follows from a small change $\delta z$. Let $\psi$ be the slope angle, so that $z'/\sqrt{1+z'^2}=\sin\psi$. After integration by parts,

$$\delta E=\int\Big[-\gamma\frac{d\sin\psi}{dx}+\rho g z\Big]\delta z\,dx+\gamma\big[\sin\psi\,\delta z\big]_{-d/2}^{d/2}-\gamma\cos\theta\,\big[\delta z(-\tfrac d2)+\delta z(\tfrac d2)\big].$$

Since $\delta z$ is arbitrary, the interior gives

$$\gamma\,\frac{d\sin\psi}{dx}=\rho g z ,$$

and the ends give $\sin\psi=\cos\theta$ at the right wall and $-\cos\theta$ at the left. That is Young's angle again. Integrating the shape equation across the gap gives $2\gamma\cos\theta=\rho g d\,h$, the averaged law as a balance of forces.

## How far the centre lies from the average

The centre of the meniscus is easier to observe than the average. For an arc with $\theta<90^\circ$ the height above the centre is $R-\sqrt{R^2-x^2}$. The average of the root is

$$\frac1d\int_{-d/2}^{d/2}\!\sqrt{R^2-x^2}\,dx=\frac1d\Big[\frac d2\sqrt{R^2-\frac{d^2}{4}}+R^2\arcsin\frac{d}{2R}\Big].$$

With $d/(2R)=\cos\theta$, the root on the right is $R\sin\theta$ and the arcsine is $\pi/2-\theta$. The average height exceeds the centre height by

$$\delta=R\Big[1-\frac{\sin\theta}{2}-\frac{\pi/2-\theta}{2\cos\theta}\Big].$$

For $\theta\to0$ this is $(d/2)(1-\pi/4)\approx0.11\,d$. Replacing $\theta$ by $180^\circ-\theta$ turns the figure upside down. In the formula $R$ changes sign and the bracket does not, so the formula also serves for a depression, with $\delta<0$.

The arc is justified if the height of the meniscus is small compared with $|h|$, since the pressure is then nearly uniform along it. For $\theta<90^\circ$ the arc has height $R(1-\sin\theta)=\tfrac d2\cos\theta/(1+\sin\theta)$, which is at most $\tfrac d2\cos\theta$. With the capillary length $\ell=\sqrt{\gamma/(\rho g)}$, Jurin's height is $h=2\ell^2\cos\theta/d$, so the ratio is at most $d^2/(4\ell^2)$. The condition is $d\ll\ell$.

## Worked example: wafers 0.2 mm apart

Take as assumed inputs $\gamma=72$ mN/m and $\rho=998$ kg/m³, roughly those of water near room temperature, with $g=9.807$ m/s². Results are given to three or more figures only so that they can be compared with the program; the inputs do not support that accuracy for a real wafer. The capillary length is 2.71 mm, well above the gap. Rough typical contact angles are 20° for oxidized silicon, 75° for the hydrogen-terminated surface left by HF, and 110° for a fluorocarbon coating. For the oxidized wafers

$$h=\frac{2(0.0720)(0.9397)}{(998)(9.807)(2.0\times10^{-4})}\ \text{m}=0.0691\ \text{m}=69.1\ \text{mm}.$$

With gap and liquid held fixed:

| $\theta$ | $\cos\theta$ | $h$ (mm) | $p_{\text{air}}-p_{\text{liquid}}$ (Pa) |
|---|---|---|---|
| 20° | 0.940 | 69.1 | 677 |
| 75° | 0.259 | 19.0 | 186 |
| 90° | 0 | 0 | 0 |
| 110° | −0.342 | −25.2 | −246 |

Stripping the oxide does not reverse the filling, because 75° is still below 90°, but it cuts the height to about a quarter.

The formulas were tested by minimizing $E[z]$ numerically over the shape of the surface, with the wall energies given but no contact angle, arc or height imposed. At 20°, 75° and 110° the resulting surface met the wall at the Young angle and had the Jurin average. The average lay above the centre by 19.0, 4.4 and −5.8 µm, as the arc formula gives. At 20° the energy was −4680 µJ/m against $-\gamma\cos\theta\,h=-4677$ µJ/m. The small difference is the negative shape energy $F$.

In a gap of 5.0 mm, wider than $\ell$, the average at 20° is still Jurin's 2.77 mm. The centre, however, lies at 2.355 mm, where the arc formula would put it at 2.289 mm. Here the narrow-gap shape fails while the averaged law stands.

## Walls that end too early

Suppose the walls end at a height $H$ below Jurin's $h$. The liquid reaches the top edge and stops there. A contact line on a sharp edge is not bound to one angle. It slides back down the wall if the angle with the wall falls below $\theta$. It advances over the horizontal top face if the angle with that face reaches $\theta$, which is $\theta+90^\circ$ measured from the vertical wall.

The force balance across the gap still holds, with the actual angle $\theta_{\text{edge}}$ in place of $\theta$ and an average height close to $H$ for a narrow gap:

$$\cos\theta_{\text{edge}}\approx\frac{\rho g d H}{2\gamma}=\frac Hh\cos\theta .$$

Since $0<H<h$, this angle lies between $\theta$ and $90^\circ$, inside the permitted range. The liquid neither retreats nor overflows; its surface becomes flatter. For the oxidized wafers cut off at 40 mm, $\cos\theta_{\text{edge}}=0.9397\times40/69.13=0.544$, or 57.06°. Minimizing the energy with the surface held at the edges gives 57.08°. The angle is slightly larger because the surface sags below the edges, so that its average height is a little less than $H$.

## Real wafers

The model assumes a single contact angle, and real surfaces break this assumption. On a real wall the line advances at a larger angle and recedes at a smaller one, and between the two it can stay at rest. Every height between the corresponding two Jurin heights is then a possible resting height. Differentiating the formula shows where this matters:

$$\frac{1}{h}\frac{dh}{d\theta}=-\tan\theta ,$$

which grows without limit toward 90°. For an assumed spread of 10° to either side, the oxidized wafers give 63.7 to 72.4 mm, but the hydrogen-terminated ones 6.4 to 31.1 mm. For the latter, 19 mm is only a central value.

Other effects, for the sizes assumed here, each change the height by less than 5 %. The percentages are relative to the height at 20°, with the other inputs held fixed:

- Warming by 10 K lowers $\gamma$ by roughly 1.5 mN/m and the height by 2.1 %.
- Including the density of air raises the height by 0.12 %.
- A gap 10 µm too wide lowers it by 4.8 %.

The suction also bends the wafers toward each other. Consider a strip of wafer of thickness $t$ between two vertical spacers a distance $L$ apart, on which it rests without being clamped. A plate that cannot contract along its length has bending stiffness $D=Yt^3/[12(1-\nu^2)]$ per unit width, where $Y$ is Young's modulus and $\nu$ Poisson's ratio. Under a uniform pressure $p$ the deflection $w(s)$ obeys $D\,w''''=p$, with $w=w''=0$ at both ends. The solution is

$$w=\frac{p}{24D}\,(s^4-2Ls^3+L^3s),\qquad w(L/2)=\frac{5pL^4}{384D}.$$

With rough isotropic values for silicon, $Y=160$ GPa and $\nu=0.25$, a thickness of 775 µm gives $D=6.62$ N m. For $L=30$ mm and $p=677$ Pa each wafer bends by 1.1 µm, and the two together narrow the gap by 1.1 %. This overstates the effect, because the full suction acts only at the top of the column and falls to zero at bath level. Treating these wafers as rigid is therefore sound, but the deflection grows steeply with the spacing: under the same uniform pressure, spacers twice as far apart would give sixteen times as much.

## From wafers to nanometre fins

Now let the walls be silicon fins 200 nm high and 20 nm wide, with a gap of 30 nm, and keep $\theta=20^\circ$. These are round values for a nanometre-scale structure. Jurin's formula gives 461 m. No such column forms: the fins end after 200 nm, and the gap fills to the brim.

While the liquid is connected to a bath whose level is at the foot of the fins, the suction at the top is only $\rho gH$, about 2 mPa. By the edge formula the surface is then almost flat. The large capillary pressure appears in drying. Once the bath is gone and liquid evaporates, the surface held at the top edges sags, $\theta_{\text{edge}}$ falls, and the suction $2\gamma\cos\theta_{\text{edge}}/d$ grows. When the angle has fallen to $\theta$, here taken to be the receding angle, the meniscus enters the gap and the suction is

$$\frac{2\gamma\cos\theta}{d}=\frac{2(0.0720)(0.9397)}{30\times10^{-9}}\ \text{Pa}=4.51\ \text{MPa}.$$

Under one atmosphere of air the absolute pressure in the liquid is −4.41 MPa. The model thus requires water under tension, and it does not say whether the water withstands this without forming a bubble.

Are the fins rigid? Take the worst moment, when one side of a fin is still wet over its full height and the other is dry. The fin is clamped at its foot, $w=w'=0$ at $s=0$, and free at its tip, $w''=w'''=0$ at $s=H$. Then

$$w=\frac{p}{24D}\,(s^4-4Hs^3+6H^2s^2),\qquad w(H)=\frac{pH^4}{8D}.$$

With the isotropic constants used above, $D=1.14\times10^{-13}$ N m, and the suction of the undeformed gap would move the tip by 7.9 nm, or 26 % of the gap. Crystalline silicon is not equally stiff in all directions, so this is a rough value: with its cubic elastic constants the same estimate gives about 9.4 to 9.6 nm for fins standing along [001], as on a (100) wafer, and about 7.0 nm for fins standing along [111]. The clamped foot is an idealization: the silicon below the fin also yields, which adds to the motion. The contact line also pulls sideways with the force $\gamma\sin\theta$, which is 0.027 of the pressure force $pH$. A force $f$ at the tip bends a fin by $fH^3/(3D)$, since $D\,w''=f(H-s)$, so this pull adds $\tfrac83\times0.027$, or about 7 %, to the deflection.

The rigid-wall assumption, good to about a percent for the wafers, fails here. This is the motion of one fin. If the fin across the wet gap is also dry on its far side, it bends toward the first by the same amount, and the gap at the tips loses twice as much. A narrower gap also raises the suction, which bends the fins further, and the estimate leaves this feedback out.

How much does the feedback matter? Let only one fin bend, and let $u$ be its tip deflection divided by $d$. While the liquid stands at the tips with the angle $\theta$, the suction grows as $1/(1-u)$. With the inputs used here, rest would require $u=0.264/(1-u)$, or $u(1-u)=0.264$. The left side never exceeds $1/4$, so there is no such resting position. The margin is narrow and depends on the crystal direction: for fins standing along [001] the coefficient is 0.31 to 0.32 and the conclusion is firmer, but for the stiffer fins along [111] it is 0.23 and a resting position exists, near $u\approx0.4$. The 7.9 nm therefore measure how strong the bending is, and are not a final deflection. Elasticity must be included, but the estimate does not decide whether the fins touch, because the liquid surface can also change its angle or its place as the fins move. Without the feedback, and with $p=2\gamma\cos\theta/d$, the relative deflection caused by the pressure alone is

$$\frac{w(H)}{d}=\frac{\gamma\cos\theta\,H^4}{4Dd^2}=\frac{3(1-\nu^2)\,\gamma\cos\theta\,H^4}{Y\,t^3d^2}.$$

With the fin dimensions fixed, a receding angle of 75° instead of 20° would reduce this part to $0.259/0.940=0.28$ of its value. The sideways pull of the contact line, however, grows with the angle. Relative to the pressure deflection it adds

$$\frac83\,\frac{\gamma\sin\theta}{pH}=\frac{4d}{3H}\tan\theta=0.2\tan\theta ,$$

which is 7 % at 20° but 75 % at 75°. The total deflection therefore falls only to $0.275\times1.746/1.073\approx0.45$ of its value. The factor $\cos\theta$ that sets how high water climbs between wafers also sets the suction between drying fins, but near 90° the pull of the contact line must be counted as well. The main values used here are collected in the numerical output below.

## Numbers as computed

```
surface tension 72.0 mN/m, density 998 kg/m3
gravity 9.807 m/s2, capillary length 2.712 mm
wafer gap 0.20 mm
angle 20 deg: cos 0.9397, Jurin height 69.13 mm, p_air - p_liquid 676.6 Pa
angle 75 deg: cos 0.2588, Jurin height 19.04 mm, p_air - p_liquid 186.3 Pa
angle 90 deg: cos 0.0000, Jurin height 0.00 mm, p_air - p_liquid 0.0 Pa
angle 110 deg: cos -0.3420, Jurin height -25.16 mm, p_air - p_liquid -246.3 Pa
Energy minimization, wafer gap:
 20 deg: average 69.130 mm, wall angle 20.00 deg
  average minus centre 19.04 um, arc formula 19.04 um
  energy -4679.77 uJ/m, -gamma cos(theta) h -4677.19 uJ/m
 75 deg: average 19.040 mm, wall angle 75.00 deg
  average minus centre 4.36 um, arc formula 4.36 um
  energy -354.98 uJ/m, -gamma cos(theta) h -354.82 uJ/m
 110 deg: average -25.161 mm, wall angle 110.00 deg
  average minus centre -5.80 um, arc formula -5.80 um
  energy -619.89 uJ/m, -gamma cos(theta) h -619.61 uJ/m
wide gap 5.0 mm, 20 deg: Jurin 2.765 mm, minimized average 2.765 mm
 centre 2.355 mm, narrow-gap arc estimate 2.289 mm
walls ending at 40 mm: edge angle formula 57.06 deg, minimized 57.08 deg
Neglected effects, wafer gap:
 20 deg -/+ 10 deg hysteresis: 72.4 to 63.7 mm
 75 deg -/+ 10 deg hysteresis: 31.1 to 6.4 mm
 110 deg -/+ 10 deg hysteresis: -12.8 to -36.8 mm
 warming 10 K at -0.15 mN/m/K: height -2.08 %
 air density 1.2 kg/m3: height +0.12 %
 gap wider by 10 um: height -4.8 %
 silicon: Young modulus 160 GPa, Poisson ratio 0.25
 wafer 775 um thick, spacers 30 mm apart, rigidity 6.62 N m
 bending per wafer at 20 deg 1.08 um, gap loss 1.08 %
Silicon fins, 20 deg:
 gap 30 nm, fin height 200 nm, fin width 20 nm
 Jurin height 461 m
 suction when filled from a bath at the foot 1.96 mPa
 suction in drying 4.51 MPa, absolute liquid pressure -4.41 MPa
 fin rigidity 1.138e-13 N m
 one-sided tip bending 7.93 nm, 26 % of the gap
 sideways contact-line force / pressure force 0.027
```
